\section*{Steady surface composition of a solid under implantation and sputtering, part 2}

A steady beam of ions implants atoms in a solid and also sputters its surface. The question is whether the composition reaches a steady state, and how long that takes.

Depth $x$ is measured from the moving surface, positive into the solid. $J$ is the number of ions striking unit area per unit time, $\eta$ the fraction captured, and $Y$ the total number of atoms, host and implanted, sputtered per ion. Captured ions stop with the normalised depth distribution $f(x)$, and $F(x)$ is the fraction of them that stop deeper than $x$, so $F(0)=1$ and $dF/dx=-f$. The atomic fraction of implanted atoms is $c$, with value $c_s$ in the thin surface layer from which atoms are ejected.

Without preferential sputtering, and for $Y>\eta$, the steady surface fraction is $c_s=\eta/Y$. Without mixing, the steady profile is $c=\eta F/(Y-\eta+\eta F)$.

For the approach to this state, take $\eta=1$ unless stated otherwise, constant atomic density $N$, fixed $Y$ and $f(x)$, no mixing, and a pure host at the start. The solid moves towards the surface with velocity $w(x)$, given by
\begin{equation}
Nw(x)=J\,[\,Y-1+F(x)\,].
\label{eq:w}
\end{equation}

The examples use a Gaussian $f(x)$ with centre 9~nm and width (standard deviation) 4~nm, cut off at the surface and renormalised. In the simulated column of atoms, each captured ion inserts one atom at a random depth drawn from this distribution, and the outermost $Y$ atoms are removed after each ion.

Where mixing is included, a coefficient $D$ describes the exchange of equal numbers of the two species at constant $N$. Deep host material approaches the surface at speed $v=(Y-\eta)J/N$. The two mixing strengths considered in the first half are $D/v=0.53$~nm and ten times that mixing, with the same $D$ at every depth.

Q: Now the implanted atoms.

A: In a thin layer, implanted atoms enter from below with flux $Nwc$ taken at the lower face, leave with $Nwc$ at the upper face, and are added by the beam:
\begin{equation}
N\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}(Nwc)+Jf .
\end{equation}
The derivative has a plus sign because the material moves towards smaller $x$. Expand the product. From Eq.~\eqref{eq:w}, $\partial(Nw)/\partial x=J\,dF/dx=-Jf$, so
\begin{equation}
N\frac{\partial c}{\partial t}-Nw\frac{\partial c}{\partial x}
=-Jfc+Jf=Jf(1-c).
\end{equation}
Now follow one piece of material on its way up. Its depth obeys $dx/dt=-w$, and its composition changes at the rate
\begin{equation}
\frac{dc}{dt}=\frac{\partial c}{\partial t}-w\frac{\partial c}{\partial x}
=\frac{Jf}{N}(1-c).
\end{equation}

Q: What is the factor $1-c$ doing there? The beam does not care what is already in the layer.

A: The number of atoms added does not depend on it, but the fraction does. An added atom dilutes those already present. In a layer that was already pure implant, adding more would not change $c$.

Replace $dt$ by $-dx/w$ and use Eq.~\eqref{eq:w}:
\begin{equation}
\frac{dc}{1-c}=-\frac{Jf}{Nw}\,dx=-\frac{f\,dx}{Y-1+F}
=\frac{dF}{Y-1+F},
\end{equation}
where the last step uses $dF=-f\,dx$. Let the piece start at depth $x_0$ with $c=0$. Integration up to depth $x$ gives
\begin{equation}
-\ln(1-c)=\ln\frac{Y-1+F(x)}{Y-1+F(x_0)} .
\end{equation}
Taking the exponential of the negative of both sides,
\begin{equation}
1-c=\frac{Y-1+F(x_0)}{Y-1+F(x)} .
\label{eq:path}
\end{equation}
At the surface $F(x)=1$, the denominator is $Y$, and
\begin{equation}
c_s=1-\frac{Y-1+F(x_0)}{Y}=\frac{1-F(x_0)}{Y}.
\label{eq:rise}
\end{equation}

Q: I can read that: $1-F(x_0)$ is the fraction of ions that stop above $x_0$. But I control the fluence, not $x_0$.

A: The piece needs the time $\int_0^{x_0}dx/w$ to reach the surface. Multiplying by $J$ gives the fluence $\phi$, the number of ions per unit area:
\begin{equation}
\phi=N\int_0^{x_0}\frac{dx}{Y-1+F(x)} .
\label{eq:fluence}
\end{equation}
For $Y>1$ the integrand is at least $1/Y$ and below $1/(Y-1)$ at any depth that ions can still pass. As $\phi$ grows, $x_0$ grows without limit, $F(x_0)\to0$ and $c_s\to1/Y$. In the same limit Eq.~\eqref{eq:path} becomes the steady profile. The steady state is thus reached from a pure host, once material from below the implanted depth has come to the surface.

Q: You still owe me the case $Y<1$.

A: Equation~\eqref{eq:w} shows what happens. The velocity now vanishes at a depth $x_*$ where $F(x_*)=1-Y$. Material above $x_*$ moves to the surface. Material below it moves away from the surface, buried by the atoms added above it. The starting depth $x_0$ can approach $x_*$ but not pass it, and Eq.~\eqref{eq:rise} tends to
\begin{equation}
c_s\to\frac{1-(1-Y)}{Y}=1 .
\end{equation}
The surface becomes pure implant while the solid grows. In the simulated column with $Y=0.5$, the late fraction of implanted atoms among those removed is 1.0000 to the digits printed.

Q: I should like to see real magnitudes. Which system comes closest to your assumptions?

A: Tungsten ions entering tantalum are a reasonable choice. The two elements are neighbours in the periodic table, with nearly equal masses and similar surface binding, so preference should be weak. I take an ion energy of 50~keV and a current density of 10~$\mu$A/cm$^2$. The rough inputs are $Y=8$, the Gaussian used before (centre 9~nm, width 4~nm), and $N=5.5\times10^{22}$ atoms/cm$^3$.

For singly charged ions, the flux is the current density divided by the elementary charge, $J=6.242\times10^{13}$ ions/(cm$^2$\,s). Deep host material approaches the surface at
\begin{equation}
v=\frac{(8-1)(6.242\times10^{13})}{5.5\times10^{22}}\ \text{cm/s}
=0.0794\ \text{nm/s}.
\end{equation}
The steady surface fraction is $1/8=0.125$, or 12.5~at.\%. Without mixing, the profile below it is
\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & $F$ & $F/(7+F)$ & $F/8$\\
0 & 1.000 & 0.125 & 0.125\\
5 & 0.852 & 0.108 & 0.106\\
9 & 0.506 & 0.067 & 0.063\\
13 & 0.161 & 0.022 & 0.020
\end{tabular}
\end{center}

Q: How much beam time does that composition cost?

A: Ask for 99\% of the steady surface value. Equation~\eqref{eq:rise} then requires $F(x_0)=0.01$, which gives $x_0=18.3$~nm. In Eq.~\eqref{eq:fluence} the denominator lies between 7 and 8, so the fluence must lie between
\begin{equation}
\frac{Nx_0}{8}=1.26\times10^{16}
\quad\text{and}\quad
\frac{Nx_0}{7}=1.44\times10^{16}\ \text{ions/cm}^2 .
\end{equation}
The integral gives $1.35\times10^{16}$ ions/cm$^2$. Division by $J$ gives 216~s. This time leaves out mixing, which carries implanted atoms deeper and delays the 99\% point. With the same $D$ at every depth, the two strengths considered in the first half give about 270~s and 760~s.

The rise is not a simple exponential. Without mixing, the surface fraction is 0.0065 at $2\times10^{15}$ ions/cm$^2$, 0.0395 at $5\times10^{15}$, and 0.111 at $1\times10^{16}$. Early on, the exposed material started at a shallow depth, and few ions stopped between there and the surface. For these inputs, the transient formula and the average over many fresh simulated columns differ by at most 0.0014 in atomic fraction.

Q: If I continue the implant for an hour, do I at least store more tungsten?

A: Not in this model, once the profile is steady. The retained amount per unit area is
\begin{equation}
S=N\int_0^\infty c\,dx=N\int_0^\infty\frac{F}{Y-1+F}\,dx .
\end{equation}
For large $Y$ the integrand is close to $F/Y$. Integrating by parts, with $xF\to0$ at both ends,
\begin{equation}
\int_0^\infty F\,dx=\Big[xF\Big]_0^\infty+\int_0^\infty xf\,dx=\langle x\rangle,
\qquad S\simeq\frac{N\langle x\rangle}{Y},
\end{equation}
where $\langle x\rangle$ is the mean stopping depth. Here it is 9.13~nm, slightly more than the Gaussian centre because the cut at the surface removes the shallow tail. The estimate is
\begin{equation}
S\simeq\frac{(5.5\times10^{22})(9.13\times10^{-7})}{8}
=6.28\times10^{15}\ \text{atoms/cm}^2 .
\end{equation}
The full integral gives $6.48\times10^{15}$ atoms/cm$^2$, about 3\% more than the estimate. Counting atoms in the simulated column gives $6.46\times10^{15}$. Further implantation removes more tantalum and replaces sputtered tungsten by new tungsten, but $S$ stays the same. Mixing, which is left out of these figures, spreads tungsten deeper and raises the steady value of $S$. With a depth-independent $D$, the two strengths of the first half give about $6.8\times10^{15}$ and $1.0\times10^{16}$ atoms/cm$^2$.

Q: Tungsten is held more tightly than tantalum. You cannot claim that there is no preference at all.

A: I cannot. Let an implanted surface atom be $r$ times as likely to be ejected as a host surface atom. In the steady state one implanted atom and $Y-1$ host atoms must still leave per ion. The ratio of these numbers is now $r$ times the ratio of the surface fractions:
\begin{equation}
\frac{1}{Y-1}=\frac{rc_s}{1-c_s}.
\end{equation}
Cross-multiplication gives $1-c_s=r(Y-1)c_s$, hence
\begin{equation}
c_s=\frac{1}{1+r(Y-1)} .
\label{eq:pref}
\end{equation}
For $r<1$ the implanted atoms are harder to remove, so they must be more abundant at the surface for one to leave per ion.

This was tried with $r=0.5$ and $Y=8$, by removing atoms with that weight from a surface layer 1~nm thick. The mean fraction in the layer was 0.221, against 0.222 from Eq.~\eqref{eq:pref}.

Q: Would a larger yield make preference harmless?

A: No. For large $Y$ and fixed $r$, Eq.~\eqref{eq:pref} tends to $1/(rY)$. The ratio of this fraction to $1/Y$ tends to $1/r$, not to one, so the error of using $1/Y$ does not vanish at large yield. The absence of preference is a separate assumption, and large $Y$ does not replace it.

For tungsten in tantalum I take rough surface binding energies of 8.9 and 8.1~eV, and let the ejection probability vary inversely with them. This gives $r=8.1/8.9=0.910$. With the total yield held at 8, $c_s=1/(1+0.910\times7)=0.136$, about 9\% above $1/Y$.

Q: The total yield may change too, as tungsten enters the surface.

A: Take that effect by itself first, without preference. Let $Y(c)=Y_0(1+\beta c)$, where $Y_0$ is the pure-target yield. The steady condition $c_sY(c_s)=1$ gives
\begin{equation}
c_s=\frac{1}{Y_0(1+\beta c_s)}
\simeq\frac{1-\beta c_s}{Y_0}
\simeq\frac1{Y_0}-\frac{\beta}{Y_0^2}.
\end{equation}
The first approximation expands in the small quantity $\beta c_s$. The second replaces $c_s$ in the correction by its leading value $1/Y_0$. The relative shift is $-\beta/Y_0$, so here a large yield does help. With $\beta=0.910-1=-0.090$ and $Y_0=8$, the fraction is 0.1264, about 1\% above 0.125. A numerical root of the steady condition gives the same four digits.

Q: But both corrections come from the same binding energies. They should act together.

A: They should. If a tungsten atom has the relative probability $r$ and the tantalum probability is unchanged, the partial yields are $rY_0c_s$ for tungsten and $Y_0(1-c_s)$ for tantalum. One tungsten atom must leave per ion, so $rY_0c_s=1$ and
\begin{equation}
c_s=\frac1{rY_0}=\frac{1}{0.910\times8}=0.137 .
\end{equation}
This is about 10\% above $1/Y_0$. Within this rough binding-energy model, it is the better estimate for the pair. It applies to the thin layer from which atoms are ejected. Per ion, one tungsten atom and $8(1-0.137)=6.90$ tantalum atoms leave, so without mixing the solid just below that layer has a tungsten fraction of only about $1/7.90=0.127$.

Q: How strong is the collisional mixing here, rather than in a chosen test?

A: A rough estimate starts from a damage energy of 40~keV per ion, the part of the ion energy that goes into displacing atoms, and a displacement threshold of 90~eV. The usual displacement formula gives $0.8\times40\,000/(2\times90)\approx178$ displacements per ion. Spread them over twice the Gaussian centre, 18~nm. The rate per atom is
\begin{equation}
\frac{(6.242\times10^{13})(178)}{(5.5\times10^{22})(1.8\times10^{-6})}
\ \text{s}^{-1}\approx0.112\ \text{s}^{-1}.
\end{equation}
For random jumps of 1.5~nm in three dimensions, $D$ is the rate times the squared jump length divided by six. This gives 0.042~nm$^2$/s. The length $D/v$ is 0.53~nm, the smaller of the two mixing strengths used in the first half. Local melting along the ion track could mix more, which is why the tenfold case was included. Both cases use the same $D$ at every depth, although collisions cease below the ion tracks, so they overstate the deep tail.

Q: The beam also heats the target. Could the tungsten simply diffuse away?

A: The beam power is $50\ \text{kV}\times10\ \mu\text{A/cm}^2=0.5$~W/cm$^2$. If the target loses heat by radiation from one face alone, with emissivity 0.2 and surroundings at 300~K, it reaches 819~K. A clamped, cooled target would be colder, and one with a lower emissivity would be hotter. For ordinary bulk diffusion I take a rough prefactor of 0.1~cm$^2$/s and an activation energy of 4~eV. At 819~K the diffusion length in 216~s is then about $3\times10^{-5}$~nm, which is negligible. Diffusion speeded up by radiation damage is not in this estimate.

Q: Then how would you present the 12.5~at.\% to someone who runs an implanter?

A: As a model value for a clean, flat tantalum target. The yield, range and width are rough values for heavy ions of this energy in a heavy metal, not measurements, and an error in $Y$ passes directly into $1/Y$. Of the effects sized here, unequal binding moves the surface fraction most, to about 13.7~at.\%. Without mixing, this enrichment is confined to the thin layer from which atoms are ejected. With mixing it spreads over a depth of order $D/v$, about half a nanometre for the estimate above and several nanometres for the tenfold case. Reflection of 2\% of the ions would lower 12.5 to 12.25~at.\%. Residual gas can matter as well, since tantalum takes up oxygen readily. At an O$_2$ pressure of $10^{-8}$~Torr and 300~K, 0.014 oxygen atoms arrive per sputtered atom. The ratio reaches 0.1 at $7\times10^{-8}$~Torr. These are arrival ratios, and they do not say by how much the yield changes. Surface roughening and the change of ion range with composition have not been sized. The numerical output below lists most of the computed values; the 13.7~at.\% follows from $1/(rY_0)$ above.

Q: And if I want more than 12.5~at.\% at the surface?

A: More fluence will not provide it once the surface is steady. With full capture and no preference, the total yield per implanted ion must be lowered, for instance by choosing an energy or angle of incidence at which $Y$ is smaller. The range and the captured fraction will change too, so the profile and the required fluence must be worked out again. If $Y$ falls below the captured fraction, the process becomes deposition, and $\eta/Y$ no longer describes it.

\section*{Calculated quantities}
\begin{verbatim}
Input: ion energy 50 keV, current 10 uA/cm2
Input: total yield Y = 8 atoms/ion, full capture
Input: Gaussian centre 9 nm, width 4 nm
Input: atomic density 5.5e+22 atoms/cm3
Ion flux: 6.242e+13 ions/(cm2 s)
Steady recession speed of deep host: 0.0794 nm/s
Steady surface fraction 1/Y: 0.1250 = 12.5 at.%
Same number read as host-only yield, 1/(1+Y): 0.1111
Simulated sputtered fraction, Y=8: 0.1250
Largest profile error, Y=8: 0.0005
Simulated sputtered fraction, Y=3, eta=0.7: 0.2336
Formula eta/Y for that case: 0.2333
Largest profile error, Y=3, eta=0.7: 0.0003
Depth  0.0 nm: F 1.0000, c 0.1250, F/Y 0.1250
Depth  5.0 nm: F 0.8518, c 0.1085, F/Y 0.1065
Depth  9.0 nm: F 0.5062, c 0.0674, F/Y 0.0633
Depth 13.0 nm: F 0.1606, c 0.0224, F/Y 0.0201
Depth 18.0 nm: F 0.0124, c 0.0018, F/Y 0.0015
Mean stopping depth: 9.13 nm
Retained dose, full profile: 6.476e+15 atoms/cm2
Retained dose, simulation: 6.461e+15 atoms/cm2
Retained dose, large-Y formula: 6.276e+15 atoms/cm2
Surface fraction at 2.0e+15 ions/cm2: 0.0065
Surface fraction at 5.0e+15 ions/cm2: 0.0395
Surface fraction at 1.0e+16 ions/cm2: 0.1109
Surface fraction at 1.5e+16 ions/cm2: 0.1247
Largest transient error against simulation: 0.0014
99% of steady value: original depth 18.32 nm at surface
99% of steady value: 1.347e+16 ions/cm2, 216 s
Y=0.5: late simulated surface fraction 1.0000
Preference test r=0.5, simulated: 0.2214
Preference test r=0.5, formula: 0.2222
Rough surface binding: Ta 8.1 eV, W 8.9 eV
Binding ratio used for r and for yield ratio: 0.910
Surface fraction with preference: 0.1357
Surface fraction with changed yield: 0.1264
First-order formula for changed yield: 0.1264
Surface fraction with capture 0.98: 0.1225
Rough damage energy 40 keV, threshold 90 eV
Displacements per ion: 178; jump 1.5 nm
Mixing coefficient: 0.0420 nm2/s; over speed: 0.53 nm
Surface c, mixing x1 and x10: 0.1250, 0.1250
c at 18 nm, mixing x0, x1, x10: 0.0018, 0.0026, 0.0311
O2 pressure 1e-08 Torr at 300 K
Arriving O atoms per sputtered atom: 0.0144
O2 pressure for ratio 0.1: 7.0e-08 Torr
Beam power: 0.50 W/cm2; emissivity 0.2
Target temperature, one face radiating: 819 K
Rough diffusion: D0 0.1 cm2/s, 4.0 eV
Thermal diffusion length in time to 99%: 3.2e-05 nm
\end{verbatim}
